Weighted term means and the configuration average for p², p³, d²

**Question**

I am trying to check the configuration-average energy of an open shell against its term energies. For N equivalent electrons in a shell l^N, the formula I was given is

E_av = N I + [N(N−1)/2] [F⁰ − (1/(4l+1)) Σ_{k=2,4,…,2l} a_k F^k],

a_k = ((2l+1)/2) ∫_{−1}^{1} P_l(x)² P_k(x) dx.

Here I is the one-electron energy and the F^k are Slater integrals. For p² I found that the terms ³P, ¹D and ¹S have F² coefficients −5/25, 1/25 and 10/25. Their mean is +2/25, but the formula gives −2/25.

I suspect that I need the weights (2L+1)(2S+1), but I don't see why. There is a second problem: I got ¹S by subtracting the other terms from the sum over all determinants. If the formula comes from that same sum, isn't my check circular? How do I do it properly for p², p³ and d²?

**Answer**

The weights are needed because a term is not one state. It is a set of (2L+1)(2S+1) states of equal energy, and the configuration average is a mean over states. Your worry about circularity is justified, and the cure is to find every term energy without using the sum over all determinants.

I assume one configuration, the same radial function R(r) for all electrons of the shell and for all terms, and no spin-orbit coupling. If closed shells are present, the interaction of each open-shell electron with them is included in I, and their own energy is a constant, the same for all terms, which is left out. The algebra is in atomic units.

**1. The energy of a determinant**

Expand the repulsion in Legendre polynomials of the angle γ between the two position vectors, and apply the addition theorem:

1/r₁₂ = Σ_k (r_<^k / r_>^{k+1}) P_k(cos γ),

P_k(cos γ) = Σ_q C_kq(1)* C_kq(2), with C_kq = √(4π/(2k+1)) Y_kq.

The radial part gives

F^k = ∫∫ R(r₁)² R(r₂)² (r_<^k / r_>^{k+1}) r₁² r₂² dr₁ dr₂.

For the angular part, define

c^k(m,m′) = ⟨lm| C_{k,m−m′} |lm′⟩.

In the direct integral J, each electron keeps its m, so the integration over φ leaves q = 0. In the exchange integral K, the orbitals m and m′ are swapped, and the two angular factors are equal up to complex conjugation. Therefore

J(m,m′) = Σ_k c^k(m,m) c^k(m′,m′) F^k,

K(m,m′) = Σ_k [c^k(m,m′)]² F^k.

A product of two harmonics of degree l is even under inversion and contains no degree above 2l, so k = 0, 2, …, 2l. For k = 0, c⁰(m,m′) is 1 if m = m′ and 0 otherwise.

An antisymmetrized pair has energy J − K if the spins are parallel. If they are opposite, spin orthogonality removes K. The interaction energy of a determinant is the sum of these pair energies. Every pair contributes F⁰ once, so F⁰ enters every term of l^N with the factor N(N−1)/2. Only the coefficients for k > 0 remain to be found.

**2. The angular numbers**

Let x = cos θ. Three integrals over −1 ≤ x ≤ 1 give all the diagonal elements:

∫x²P₂ dx = (6/5 − 2/3)/2 = 4/15,
∫x⁴P₂ dx = (6/7 − 2/5)/2 = 8/35,
∫x⁴P₄ dx = (70/9 − 60/7 + 6/5)/8 = 16/315.

Constants integrate to zero against P₂, and powers below x⁴ integrate to zero against P₄. After the φ integration, the p densities are (3/2)x² for m = 0 and (3/4)(1−x²) for m = ±1. Hence

c²(0,0) = (3/2)(4/15) = 2/5,
c²(1,1) = −(3/4)(4/15) = −1/5.

The d densities are (5/8)(3x²−1)² for m = 0, (15/4)x²(1−x²) for m = ±1 and (15/16)(1−x²)² for m = ±2. Hence

c²(0,0) = (5/8)(9·8/35 − 6·4/15) = 2/7,
c²(1,1) = (15/4)(4/15 − 8/35) = 1/7,
c²(2,2) = (15/16)(8/35 − 2·4/15) = −2/7,

c⁴(0,0) = (5/8)·9·16/315 = 6/21,
c⁴(1,1) = −(15/4)·16/315 = −4/21,
c⁴(2,2) = (15/16)·16/315 = 1/21.

The densities do not depend on the sign of m, so c^k(−m,−m) = c^k(m,m).

For exchange only squares matter, so I drop the overall signs of the functions. With s = sin θ, the required magnitudes are

p: |Y₁₀| = √(3/4π) |x|, |Y₁,±₁| = √(3/8π) s;
d: |Y₂₀| = √(5/16π) |3x²−1|, |Y₂,±₁| = √(15/8π) s|x|, |Y₂,±₂| = √(15/32π) s²;
|C₂₁| = √(3/2) s|x|, |C₂₂| = √(3/8) s²;
|C₄₁| = (√5/4) s|7x³−3x|, |C₄₃| = (√35/4) s³|x|.

The polynomials keep their relative signs inside the integrals. For p,

|c²(1,0)| = (3/(2√2)) √(3/2) ∫x²(1−x²)dx = (3√3/4)(4/15) = √3/5,
|c²(1,−1)| = (3/4) √(3/8) ∫(1−x²)²dx = (3/4)√(3/8)(16/15) = (4/5)√(3/8).

The squares are 3/25 and 6/25. For d with k = 2,

|c²(2,1)| = (15/8)√(3/2) ∫x²(1−x²)²dx = (15/8)√(3/2)(16/105) = (2/7)√(3/2),
|c²(1,0)| = (15/8) ∫x²(1−x²)(3x²−1)dx = (15/8)(8/105) = 1/7.

The squares are 6/49 and 1/49. The element c²(2,−1) is zero because it would need q = 3, which exceeds k = 2. For d with k = 4,

|c⁴(2,1)| = (15/8)(√5/4) |∫(1−x²)²(7x⁴−3x²)dx| = (15√5/32)(32/315) = √5/21,

|c⁴(1,0)| = (5√3/(4√2))(√5/4) ∫(1−x²)(3x²−1)(7x⁴−3x²)dx
= (5√15/(16√2))(32/105) = (2/21)√(15/2),

|c⁴(2,−1)| = (15/8)(√35/4) ∫x²(1−x²)³dx = (15√35/32)(32/315) = √35/21.

The squares are 5/441, 30/441 and 35/441. Reversing both signs of m, or exchanging m and m′, leaves these squares unchanged.

**3. Term energies without the full sum**

The interaction conserves M_L and M_S. Within a block of fixed M_L and M_S, the sum of the determinant energies is the trace of the block, and this equals the sum of its eigenvalues. Each term with L ≥ |M_L| and S ≥ |M_S| contributes one eigenvalue, provided M_S is a possible projection of S. A block with one determinant therefore gives a term energy at once.

The ¹S term of l² can be found directly. Its angular function must be unchanged when both electrons are rotated together. The only such function made from two l orbitals is proportional to P_l(cos γ). It is symmetric under exchange of the electrons, so it belongs to the spin singlet. The expectation value of P_k(cos γ) in this state is

∫P_l²P_k dx / ∫P_l² dx = ((2l+1)/2) ∫P_l²P_k dx = a_k.

Since |Y_l0|² = ((2l+1)/4π)P_l², the same integral is c^k(0,0). So a₂ = 2/5 for p, and a₂ = a₄ = 2/7 for d. This replaces your subtraction.

*p².* I write m with its spin, so 1+ means m = 1, spin up. All coefficients of F² are in units of 1/25.

³P, from |1+ 0+|: J − K = −2 − 3 = −5.
¹D, from |1+ 1−|: J = 1.
¹S, from a₂ = 2/5: 10.

The first two determinants are alone in their blocks. These terms contain 9 + 5 + 1 = 15 states, the number of ways to place two electrons in six spin orbitals.

*p³.* The units are again 1/25.

⁴S, from |1+ 0+ −1+|: J = −2 + 1 − 2 = −3 and K = 3 + 6 + 3 = 12, giving −15.
²D, from |1+ 1− 0+|: J = 1 − 2 − 2 = −3 and K = 3, giving −6.

The block M_L = 1, M_S = 1/2 contains ²D and ²P. Its two determinants give

|1+ 1− −1+|: (1 + 1 + 1) − 6 = −3,
|1+ 0+ 0−|: (−2 − 2 + 4) − 3 = −3.

Their sum is −6. Subtracting ²D leaves −6 − (−6) = 0 for ²P. The count is 4 + 10 + 6 = 20 states, as required for three electrons in six spin orbitals.

*d².* Each pair of numbers below is the F² coefficient in units of 1/49, followed by the F⁴ coefficient in units of 1/441.

³F, from |2+ 1+|: (−2 − 6, −4 − 5) = (−8, −9).
¹G, from |2+ 2−|: (4, 1).

The block M_L = 1, M_S = 1 contains ³F and ³P:

|2+ −1+|: (−2 − 0, −4 − 35) = (−2, −39),
|1+ 0+|: (2 − 1, −24 − 30) = (1, −54).

The sum is (−1, −93). Subtracting ³F gives ³P = (7, −84).

The block M_L = 2, M_S = 0 contains ³F, ¹G and ¹D. All its determinants have opposite spins, so their diagonal energies contain no K:

|2+ 0−|: (−4, 6),
|2− 0+|: (−4, 6),
|1+ 1−|: (1, 16).

The sum is (−7, 28). Subtracting ³F and ¹G gives

¹D = (−7 + 8 − 4, 28 + 9 − 1) = (−3, 36).

Finally, a₂ = a₄ = 2/7 gives ¹S = (14, 126). The count is 21 + 9 + 9 + 5 + 1 = 45 states, which is all of them.

**4. Where the average formula comes from**

The trace of the Hamiltonian over the configuration does not depend on the basis. In the basis of terms it is the sum of (2L+1)(2S+1)E(LS). In the basis of determinants it is the sum of determinant energies. Dividing both by the number of states gives

Σ (2L+1)(2S+1) E(LS) / Σ (2L+1)(2S+1) = mean determinant energy.

This is the reason for the weights.

To evaluate the right side, let M = 4l+2 be the number of spin orbitals. A given pair of them is occupied in a fraction

N(N−1)/[M(M−1)]

of the determinants: the first orbital is occupied in a fraction N/M, and among those determinants the second is occupied in a fraction (N−1)/(M−1). The mean interaction is therefore N(N−1)/2 times the mean energy of a pair of different spin orbitals.

Two sums are needed. First, Σ_m |Y_lm|² = (2l+1)/4π is independent of direction, so

Σ_m c^k(m,m) = 0 for k > 0.

Second, insert the definition of the exchange integral and use the addition theorem for the sums over m and over m′:

Σ_{mm′} [c^k(m,m′)]² = ((2l+1)/4π)² ∫∫ P_l(cos γ)² P_k(cos γ) dΩ₁ dΩ₂
= ((2l+1)/4π)² · 8π² ∫P_l²P_k dx
= (2l+1) a_k.

The factor 8π² is 4π for the direction of electron 1 times 2π for the azimuth of electron 2 about it.

Now sum over ordered pairs of spin orbitals. Equal orbitals may be included, because J − K is zero for them. There are four spin combinations for J and two for K:

Σ J = 4(2l+1)² F⁰ = M² F⁰,
Σ K = 2(2l+1) Σ_k a_k F^k = M [F⁰ + Σ_{k>0} a_k F^k],

where a₀ = 1. Subtract and divide by the M(M−1) ordered pairs of different orbitals:

mean pair energy = F⁰ − (1/(M−1)) Σ_{k>0} a_k F^k.

Since M − 1 = 4l+1, multiplying by N(N−1)/2 and adding N I gives your formula. For opposite spins every combination of m and m′ occurs, so the direct terms with k > 0 sum to zero and these pairs average to F⁰ exactly. The correction to F⁰ therefore comes entirely from pairs with parallel spins. Among those m = m′ is excluded, so their direct terms do not cancel: they sum to −Σ_m c^k(m,m)² F^k for each spin direction. For p, the ordered pairs of one spin direction give −(1 + 4 + 1)/25 = −6/25 from J and −2(3 + 3 + 6)/25 = −24/25 from K, and two spin directions divided by the 30 ordered pairs give 2(−30/25)/30 = −2/25 as the coefficient of F². This split between J and K belongs to the orbitals of definite m. With the real orbitals p_x, p_y, p_z the two parts are −12/25 and −18/25, and only their sum, −30/25, is independent of the choice of orbitals. For a full shell, N = M, there is one determinant and the formula gives its energy.

**5. The check**

The formula predicts the following pair averages:

p: F⁰ − (1/5)(2/5)F² = F⁰ − (2/25)F²,
d: F⁰ − (1/9)(2/7)(F² + F⁴) = F⁰ − (2/63)(F² + F⁴).

The weighted term means, from section 3, are

p², F²: [9(−5) + 5(1) + 1(10)]/(15·25) = −30/375 = −2/25.

p³, F²: [4(−15) + 10(−6) + 6(0)]/(20·25) = −120/500 = −6/25.

d², F²: [21(−8) + 9(7) + 9(4) + 5(−3) + 1(14)]/(45·49) = −70/2205 = −2/63.

d², F⁴: [21(−9) + 9(−84) + 9(1) + 5(36) + 1(126)]/(45·441) = −630/19845 = −2/63.

For p³ there are three pairs, so the prediction is 3(−2/25) = −6/25. Every coefficient agrees as a fraction, so the equality holds for any values of the F^k. The program whose output follows confirms it by diagonalizing the complete determinant matrices.

**6. With numbers**

Take model values F⁰ = 15 eV and F² = 7.5 eV for both p² and p³, so F²/25 = 0.3 eV. I leave out N I, which shifts all terms of a configuration equally.

p²: ³P = 15 − 5(0.3) = 13.5 eV, ¹D = 15 + 0.3 = 15.3 eV, ¹S = 15 + 10(0.3) = 18.0 eV.
Weighted mean: [9(13.5) + 5(15.3) + 18.0]/15 = 14.4 eV.
Formula: 15 − 2(0.3) = 14.4 eV.

Your unweighted mean is 15.6 eV. It is too high because it counts the single ¹S state as heavily as the nine states of ³P.

p³: ⁴S = 45 − 15(0.3) = 40.5 eV, ²D = 45 − 6(0.3) = 43.2 eV, ²P = 45.0 eV.
Weighted mean: [4(40.5) + 10(43.2) + 6(45.0)]/20 = 43.2 eV.
Formula: 3(15 − 0.6) = 43.2 eV.

The mean coincides with ²D for any F², since both have the coefficient −6/25. The unweighted mean is 42.9 eV, this time too low.

For d² take F⁰ = 20 eV, F² = 9.8 eV and F⁴ = 6.3 eV. Then F²/49 = 0.2 eV and F⁴/441 = (1/70) eV:

³F = 20 − 1.6 − 9/70 = 18.27 eV,
³P = 20 + 1.4 − 84/70 = 20.20 eV,
¹G = 20 + 0.8 + 1/70 = 20.81 eV,
¹D = 20 − 0.6 + 36/70 = 19.91 eV,
¹S = 20 + 2.8 + 126/70 = 24.60 eV.

Using the weighted sums of coefficients avoids rounding:

mean = 20 + [−70(0.2) − 630/70]/45 = 20 − 23/45 = 19.49 eV,
formula = 20 − (2/63)(9.8 + 6.3) = 19.49 eV.

The unweighted mean is 20.76 eV.

**7. When the check can fail**

If each term has its own optimized radial function, the F^k and I differ from term to term, and one set of integrals no longer describes them all. If configurations mix, the trace over the whole mixed space is still conserved, but the energies labelled by one configuration need not add up to the trace of that configuration alone. Measured levels therefore need not obey the identity with a single set of F^k.

In some shells a term symbol occurs more than once. Every occurrence must then enter the sum with its own weight. None of the three configurations here has such a repetition.

Calculated quantities

```
Model F0,F2 for p (eV): 15.0 7.5
Model F0,F2,F4 for d (eV): 20.0 9.8 6.3
l=1 k=2: a_k=2/5; c(m,m) in 1/5: 1:-1 0:2
  c(m,m')^2 in 1/25: (1,0):3 (1,-1):6
l=2 k=2: a_k=2/7; c(m,m) in 1/7: 2:-2 1:1 0:2
  c(m,m')^2 in 1/49: (2,1):6 (2,0):4 (2,-1):0 (2,-2):0 (1,0):1 (1,-1):6
l=2 k=4: a_k=2/7; c(m,m) in 1/21: 2:1 1:-4 0:6
  c(m,m')^2 in 1/441: (2,1):5 (2,0):15 (2,-1):35 (2,-2):70 (1,0):30 (1,-1):40
Determinants: F2 coeff in 1/25 (p); F2 in 1/49, F4 in 1/441 (d)
  p^2 |1+ 0+|:    -5
  p^2 |1+ 1-|:     1
  p^3 |1+ 0+ -1+|:   -15
  p^3 |1+ 1- 0+|:    -6
  p^3 |1+ 1- -1+|:    -3
  p^3 |1+ 0+ 0-|:    -3
  d^2 |2+ 1+|:    -8    -9
  d^2 |2+ -1+|:    -2   -39
  d^2 |1+ 0+|:     1   -54
  d^2 |2+ 2-|:     4     1
  d^2 |2+ 0-|:    -4     6
  d^2 |2- 0+|:    -4     6
  d^2 |1+ 1-|:     1    16
p^2: 15 states, 1 F0 in every term
  3P weight  9 coeff    -5  E = 13.5000 eV
  1D weight  5 coeff     1  E = 15.3000 eV
  1S weight  1 coeff    10  E = 18.0000 eV
  weighted sum of coeff:   -30
  weighted mean, full fractions: -2/25
  formula, full fractions: -2/25
  weighted mean 14.4000 eV, formula 14.4000 eV
  unweighted mean of terms 15.6000 eV
p^3: 20 states, 3 F0 in every term
  4S weight  4 coeff   -15  E = 40.5000 eV
  2D weight 10 coeff    -6  E = 43.2000 eV
  2P weight  6 coeff     0  E = 45.0000 eV
  weighted sum of coeff:  -120
  weighted mean, full fractions: -6/25
  formula, full fractions: -6/25
  weighted mean 43.2000 eV, formula 43.2000 eV
  unweighted mean of terms 42.9000 eV
d^2: 45 states, 1 F0 in every term
  3F weight 21 coeff    -8    -9  E = 18.2714 eV
  3P weight  9 coeff     7   -84  E = 20.2000 eV
  1G weight  9 coeff     4     1  E = 20.8143 eV
  1D weight  5 coeff    -3    36  E = 19.9143 eV
  1S weight  1 coeff    14   126  E = 24.6000 eV
  weighted sum of coeff:   -70  -630
  weighted mean, full fractions: -2/63 -2/63
  formula, full fractions: -2/63 -2/63
  weighted mean 19.4889 eV, formula 19.4889 eV
  unweighted mean of terms 20.7600 eV
```
